# Evanescent gap states and their decay in a two-band chain: verification in Python

```python
"""
Evanescent states of a two-band chain.

Result under test, with y = cosh(kappa*a)-1 and k = pi/a + i*kappa:
    (E + 2*s*y)^2 = Delta^2 - 2*t1*t2*y,
    Delta^2 = eps^2 + (t1-t2)^2.
For s=0 kappa is greatest at midgap E=0. For a direct gap with s nonzero,
the maximum is at E = -s*Delta^2/(t1*t2).

eps: half the difference of orbital energies; t1, t2: couplings within and
between cells; s: like-orbital hopping between cells (on-site shift 2*s);
a: period; kappa: amplitude decay constant. Energies in eV, lengths in angstrom.
Decay factors are found from the cell equations as a matrix eigenproblem.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eig
from scipy.optimize import minimize_scalar

HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10


def cell_matrices(eps, t1, t2, s):
    onsite = np.array([[eps + 2*s, t1], [t1, -eps + 2*s]])
    forward = np.array([[s, 0.0], [t2, s]])
    return onsite, forward


def bands(theta, params):
    onsite, forward = cell_matrices(*params)
    h = (onsite + forward*np.exp(1j*theta)
         + forward.T*np.exp(-1j*theta))
    return np.linalg.eigvalsh(h)


def slowest_factor(energy, params):
    """Decaying Bloch factor of largest modulus, from the cell equations."""
    onsite, forward = cell_matrices(*params)
    zero, one = np.zeros((2, 2)), np.eye(2)
    left = np.block([[zero, one], [-forward.T, energy*one - onsite]])
    right = np.block([[one, zero], [zero, forward]])
    factors = eig(left, right, right=False)
    decaying = [z for z in factors if 1e-7 < abs(z) < 1]
    return max(decaying, key=abs)


def numeric_decay(energy, params):
    return -np.log(abs(slowest_factor(energy, params)))


def half_gap(params):
    eps, t1, t2, _ = params
    return np.hypot(eps, t1 - t2)


def formula_decay(energy, params):
    _, t1, t2, s = params
    c = half_gap(params)**2 - energy**2
    b = t1*t2 + 2*s*energy
    y = c/(b + np.sqrt(b*b + 4*s*s*c))
    return 2*np.arcsinh(np.sqrt(y/2))


def numeric_maximum(params):
    d = half_gap(params)
    found = minimize_scalar(lambda e: -numeric_decay(e, params),
                            bounds=(-0.999*d, 0.999*d), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, -found.fun


def edge_curvatures(params, h=1e-4):
    """Positive band curvatures in eV at theta=pi: conduction, valence."""
    second = (bands(np.pi + h, params) - 2*bands(np.pi, params)
              + bands(np.pi - h, params))/h**2
    return second[1], -second[0]


period = 4.0
symmetric = (2.0, 2.5, 4.0, 0.0)
unequal = (2.0, 2.5, 4.0, 0.8)
mirrored = (2.0, 2.5, 4.0, -0.8)
delta = half_gap(symmetric)
product = symmetric[1]*symmetric[2]

# Band edges, decay constants and edge masses.
theta_grid = np.linspace(0, np.pi, 401)
for params in (symmetric, unequal, mirrored):
    levels = np.array([bands(q, params) for q in theta_grid])
    assert abs(levels[:, 0].max() + delta) < 1e-10
    assert abs(levels[:, 1].min() - delta) < 1e-10
    for energy in np.linspace(-0.98*delta, 0.98*delta, 41):
        factor = slowest_factor(energy, params)
        assert factor.real < 0 and abs(factor.imag) < 1e-9
        assert abs(-np.log(abs(factor))
                   - formula_decay(energy, params)) < 1e-9
    curv_c, curv_v = edge_curvatures(params)
    assert np.isclose(curv_c, product/delta + 2*params[3], rtol=1e-5)
    assert np.isclose(curv_v, product/delta - 2*params[3], rtol=1e-5)

# Maximum position and direct-gap condition on random chains.
rng = np.random.default_rng(7)
direct_count = indirect_count = 0
for _ in range(60):
    eps = rng.uniform(0.5, 3)
    t1, t2 = rng.uniform(1, 5, 2)
    s = rng.uniform(-1.5, 1.5)
    trial = (eps, t1, t2, s)
    d = half_gap(trial)
    levels = np.array([bands(q, trial) for q in theta_grid])
    is_direct = (levels[:, 0].max() < levels[-1, 0] + 1e-10
                 and levels[:, 1].min() > levels[-1, 1] - 1e-10)
    assert is_direct == (t1*t2 > 2*abs(s)*d + 4*s*s)
    if not is_direct:
        indirect_count += 1
        continue
    direct_count += 1
    e_max, k_max = numeric_maximum(trial)
    cc, cv = edge_curvatures(trial)
    # Inverse masses are proportional to the curvatures.
    mass_contrast = (cc - cv)/(cc + cv)
    assert abs(e_max + s*d*d/(t1*t2)) < 1e-4
    assert abs(e_max + 0.5*d*mass_contrast) < 1e-4
    assert abs(e_max) < 0.5*d
    assert abs(k_max - 2*np.arcsinh(d/(2*np.sqrt(t1*t2)))) < 1e-8
    e_sym, _ = numeric_maximum((eps, t1, t2, 0.0))
    assert abs(e_sym) < 1e-4
assert direct_count > 5 and indirect_count > 5

# Narrow-gap limit and the one-band parabolic estimate.
narrow = (0.02, 3.0, 3.01, 0.0)
d_narrow = half_gap(narrow)
for fraction in (-0.7, 0.0, 0.5):
    energy = fraction*d_narrow
    linear = np.sqrt((d_narrow**2 - energy**2)/(narrow[1]*narrow[2]))
    assert np.isclose(numeric_decay(energy, narrow), linear, rtol=1e-4)
narrow_ratio = (np.sqrt(2*d_narrow/edge_curvatures(narrow)[0])
                / numeric_decay(0.0, narrow))
assert abs(narrow_ratio - np.sqrt(2)) < 1e-3

# Metal contacts: semi-infinite single-orbital chains.
metal_hopping, contact_hopping = 5.0, 2.0


def contact_self_energy(energy):
    root = np.sqrt(4*metal_hopping**2 - energy**2)
    return (contact_hopping**2*(energy - 1j*root)
            / (2*metal_hopping**2))


def layer_green(energy, cells, params, two_contacts):
    onsite, forward = cell_matrices(*params)
    h = np.kron(np.eye(cells), onsite).astype(complex)
    h += np.kron(np.eye(cells, k=1), forward)
    h += np.kron(np.eye(cells, k=-1), forward.T)
    sigma = contact_self_energy(energy)
    h[0, 0] += sigma
    if two_contacts:
        h[-1, -1] += sigma
    return np.linalg.inv(energy*np.eye(2*cells) - h)


def cell_density(energy):
    g = layer_green(energy, 60, symmetric, False)
    return (-np.diag(g).imag/np.pi).reshape(-1, 2).sum(axis=1)


def transmission(energy, cells):
    g = layer_green(energy, cells, symmetric, True)
    gamma = -2*contact_self_energy(energy).imag
    return gamma**2*abs(g[0, -1])**2


for energy in (-1.5, 0.0, 1.0, 2.3):
    expected = np.exp(-2*formula_decay(energy, symmetric))
    density = cell_density(energy)
    assert np.allclose(density[1:7]/density[:6], expected, rtol=1e-6)
    step = transmission(energy, 31)/transmission(energy, 30)
    assert np.isclose(step, expected, rtol=1e-4)

# Worked example.
print(f"period a = {period:.1f} angstrom")
print(f"orbital energy eps = {symmetric[0]:.1f} eV")
print(f"couplings t1, t2 = {symmetric[1]:.1f}, {symmetric[2]:.1f} eV")
print(f"half gap Delta = {delta:.3f} eV")
print(f"full gap Eg = {2*delta:.3f} eV")
print(f"unequal-band hopping s = {unequal[3]:.1f} eV")
print("kappa in 1/angstrom: E (eV), symmetric, unequal")
for energy in (-2.3, -2.0, -1.0, -0.5, 0.0, 0.5, 1.0, 2.0, 2.3):
    ks = numeric_decay(energy, symmetric)/period
    ku = numeric_decay(energy, unequal)/period
    print(f"  {energy:5.2f}  {ks:.5f}  {ku:.5f}")

for name, params in (("symmetric", symmetric), ("unequal", unequal)):
    e_max, k_max = numeric_maximum(params)
    cc, cv = edge_curvatures(params)
    scale = HARTREE*(BOHR/period)**2
    print(f"{name}: conduction mass = {scale/cc:.4f} m_e")
    print(f"{name}: valence mass = {scale/cv:.4f} m_e")
    print(f"{name}: energy of greatest kappa = {e_max + 0.0:.4f} eV")
    print(f"{name}: greatest kappa = {k_max/period:.5f} 1/angstrom")

k_mid = numeric_decay(0.0, symmetric)
k_linear = delta/np.sqrt(product)
k_parabolic = np.sqrt(2*delta/edge_curvatures(symmetric)[0])
print(f"midgap kappa*a = {k_mid:.5f} (no unit)")
print(f"midgap y = {np.cosh(k_mid)-1:.5f} (no unit)")
print(f"midgap kappa = {k_mid/period*BOHR:.5f} 1/bohr")
print(f"midgap density decay length = {period/(2*k_mid):.4f} angstrom")
print(f"narrow-gap estimate = {k_linear/period:.5f} 1/angstrom")
print(f"one-band estimate = {k_parabolic/period:.5f} 1/angstrom")
print(f"one-band/two-band ratio = {k_parabolic/k_mid:.4f} (no unit)")
print(f"narrow-gap test ratio = {narrow_ratio:.5f} (no unit)")
print(f"metal hopping = {metal_hopping:.1f} eV")
print(f"contact hopping = {contact_hopping:.1f} eV")
for energy in (0.0, 2.3):
    density = cell_density(energy)
    print(f"E={energy:.1f} eV: density cell 1 = {density[0]:.4e} 1/eV")
    print(f"E={energy:.1f} eV: density cell 6 = {density[5]:.4e} 1/eV")
    print(f"E={energy:.1f} eV: factor per cell = "
          f"{density[1]/density[0]:.5f} (no unit)")
for cells in (5, 10):
    print(f"midgap transmission, {cells} cells = "
          f"{transmission(0.0, cells):.4e} (no unit)")
print(f"random chains: direct {direct_count}, indirect {indirect_count}")
print("all tests passed")
```

Output:

```
period a = 4.0 angstrom
orbital energy eps = 2.0 eV
couplings t1, t2 = 2.5, 4.0 eV
half gap Delta = 2.500 eV
full gap Eg = 5.000 eV
unequal-band hopping s = 0.8 eV
kappa in 1/angstrom: E (eV), symmetric, unequal
  -2.30  0.07715  0.09611
  -2.00  0.11750  0.13985
  -1.00  0.17740  0.18877
  -0.50  0.18911  0.19283
   0.00  0.19283  0.18938
   0.50  0.18911  0.17955
   1.00  0.17740  0.16326
   2.00  0.11750  0.10208
   2.30  0.07715  0.06593
symmetric: conduction mass = 0.1191 m_e
symmetric: valence mass = 0.1191 m_e
symmetric: energy of greatest kappa = 0.0000 eV
symmetric: greatest kappa = 0.19283 1/angstrom
unequal: conduction mass = 0.0850 m_e
unequal: valence mass = 0.1984 m_e
unequal: energy of greatest kappa = -0.5000 eV
unequal: greatest kappa = 0.19283 1/angstrom
midgap kappa*a = 0.77131 (no unit)
midgap y = 0.31250 (no unit)
midgap kappa = 0.10204 1/bohr
midgap density decay length = 2.5930 angstrom
narrow-gap estimate = 0.19764 1/angstrom
one-band estimate = 0.27951 1/angstrom
one-band/two-band ratio = 1.4495 (no unit)
narrow-gap test ratio = 1.41425 (no unit)
metal hopping = 5.0 eV
contact hopping = 2.0 eV
E=0.0 eV: density cell 1 = 3.2922e-02 1/eV
E=0.0 eV: density cell 6 = 1.4714e-05 1/eV
E=0.0 eV: factor per cell = 0.21382 (no unit)
E=2.3 eV: density cell 1 = 3.3679e-01 1/eV
E=2.3 eV: density cell 6 = 1.5384e-02 1/eV
E=2.3 eV: factor per cell = 0.53944 (no unit)
midgap transmission, 5 cells = 5.5806e-04 (no unit)
midgap transmission, 10 cells = 2.4985e-07 (no unit)
random chains: direct 38, indirect 22
all tests passed
```
